# Comment on the linear band shift caused by a frozen phonon: verification in Python

```python
# Frozen phonon in a 1D diatomic chain of Gaussian wells (Hartree atomic units).
# Atom s of cell R is moved by u*pol_s*cos(qR). dV_q = -sum_R,s pol_s e^{iqR} v_s'(x-R-tau_s),
# g_mn(k,q) = <m,k+q|dV_q|n,k> (cell-normalised Bloch states).
# Under test: for q != G a level has no shift linear in u unless it is degenerate with a state
# at k+-q; then the slopes are +-|g|/2 (+-|g| if 2q = G). Otherwise the shift is c2*u^2.
# For q = 0 the slope is g_nn(k,0). The rule survives self-consistent screening (DFPT).
# Primitive-cell formulas are compared with supercell diagonalisation at finite u.
import numpy as np
from scipy.constants import physical_constants
meV = 1e3*physical_constants['Hartree energy in eV'][0]
pi = np.pi
a, sig, Qcut = 6.0, 0.7, 9.0
MAIN = ((1.0, 0.6), (0.0, 2.4))      # (depths, positions)
CENTRO = ((1.0, 0.6), (0.0, 3.0))
EQUAL = ((1.0, 1.0), (0.0, 3.0))
OPT, RIGID = (1.0, -1.0), (1.0, 1.0)

def vq(Q, depth):
    return -depth*sig*np.sqrt(2*pi)*np.exp(-0.5*(Q*sig)**2)

def basis(N, k):
    step = 2*pi/(N*a)
    J = int(Qcut/step) + 3*N
    j = np.arange(-J, J+1)
    j = j[np.abs(k + j*step) <= Qcut]
    return j, k + j*step

def h_ion(Q, N, mq, u, model, pol):
    D = Q[:, None] - Q[None, :]
    H = np.diag(0.5*Q**2).astype(complex)
    for d, t, e in zip(model[0], model[1], pol):
        S = sum(np.exp(-1j*D*(c*a + t + u*e*np.cos(2*pi*mq*c/N))) for c in range(N))
        H += vq(D, d)*S/(N*a)
    return H

def prim(k, model=MAIN):
    Q = basis(1, k)[1]
    eps, C = np.linalg.eigh(h_ion(Q, 1, 0, 0.0, model, OPT))
    return eps, C, Q

def dv_fourier(D, model, pol):
    return sum(e*(-1j*D)*vq(D, d)*np.exp(-1j*D*t) for d, t, e in zip(model[0], model[1], pol))/a

def gmat(k, q, model=MAIN, pol=OPT):
    _, C1, Q1 = prim(k, model)
    _, C2, Q2 = prim(k+q, model)
    return C2.conj().T @ dv_fourier(Q2[:, None]-Q1[None, :], model, pol) @ C1

def supercell(N, mq, k, u, model=MAIN, pol=OPT):
    return np.linalg.eigvalsh(h_ion(basis(N, k)[1], N, mq, u, model, pol))

def nearest(E, e, n):
    return np.sort(np.argsort(np.abs(E-e))[:n])

def shifts(N, mq, k, u, n=1, model=MAIN, pol=OPT):
    E0 = supercell(N, mq, k, 0.0, model, pol)
    i = nearest(E0, prim(k, model)[0][0], n)
    return supercell(N, mq, k, u, model, pol)[i] - E0[i]

def slopes(N, mq, k, n=1, model=MAIN, pol=OPT, h=2e-4):   # dE/du at u -> 0+, Richardson
    return 2*shifts(N, mq, k, h, n, model, pol)/h - shifts(N, mq, k, 2*h, n, model, pol)/(2*h)

q, k0, u0 = pi/(2*a), 0.1*pi/a, 0.05
kd = -q/2
print(f"a = {a} bohr, sigma = {sig} bohr, cutoff = {Qcut} 1/bohr, pol = {OPT}")
print(f"depths = {MAIN[0]} Ha, positions = {MAIN[1]} bohr")
print(f"q = {q:.5f}, k0 = {k0:.5f}, kd = -q/2 = {kd:.5f} 1/bohr, u0 = {u0} bohr")
e0, C0, Q0 = prim(k0)
ep, em = prim(k0+q)[0], prim(k0-q)[0]
print(f"eps(k0), eps(k0+q), eps(k0-q) = {e0[0]:.5f} {ep[0]:.5f} {em[0]:.5f} Ha")

# zone centre
g0 = gmat(k0, 0.0)[0, 0].real
s = slopes(1, 0, k0)[0]
assert abs(g0) > 1e-3 and abs(s-g0) < 1e-5
print(f"q=0: g(k0,0) = {g0:.6f}, exact slope = {s:.6f} Ha/bohr")
print(f"naive linear shift u0*g(k0,0) = {u0*g0:.4e} Ha = {u0*g0*meV:.2f} meV")
sc, gr = slopes(1, 0, k0, model=CENTRO)[0], abs(gmat(k0, 0.0, pol=RIGID)[0, 0])
assert abs(sc) < 1e-5 and gr < 1e-10
print(f"q=0 centrosymmetric slope = {sc:.1e}, rigid-shift |g| = {gr:.1e} Ha/bohr")

# real-space quadrature of <k2|V1|k0>, cell by cell
gx, gw = np.polynomial.legendre.leggauss(60)
def cell_terms(k2, qq, N=4):
    _, C2, Q2 = prim(k2)
    out = []
    for c in range(N):
        x = c*a + 1.2 + 0.5*a*gx
        V1 = np.zeros_like(x)
        for n in range(-2, N+2):
            for d, t, e in zip(MAIN[0], MAIN[1], OPT):
                y = x - n*a - t
                V1 -= e*np.cos(qq*n*a)*d*y/sig**2*np.exp(-0.5*(y/sig)**2)
        p1 = np.exp(1j*np.outer(x, Q0)) @ C0[:, 0]
        p2 = np.exp(1j*np.outer(x, Q2)) @ C2[:, 0]
        out.append(np.sum(0.5*a*gw*p2.conj()*V1*p1)/(N*a))
    return np.array(out)
ct = cell_terms(k0, q).real
gp, gm = gmat(k0, q)[:, 0], gmat(k0, -q)[:, 0]
assert abs(cell_terms(k0, 0.0).sum() - g0) < 1e-9
assert np.abs(ct).max() > 1e-3 and abs(ct.sum()) < 1e-10
assert abs(abs(cell_terms(k0+q, q).sum()) - abs(gp[0])/2) < 1e-9
assert abs(abs(cell_terms(k0-q, q).sum()) - abs(gm[0])/2) < 1e-9
assert abs(cell_terms(k0+2*q, q).sum()) < 1e-10
print("cell terms of <k0|V1|k0>: " + " ".join(f"{v:+.6f}" for v in ct) + " Ha/bohr")
print(f"their sum = {ct.sum():.1e} Ha/bohr")
print(f"intraband |g(k0,+q)| = {abs(gp[0]):.6f}, |g(k0,-q)| = {abs(gm[0]):.6f} Ha/bohr")

# non-degenerate level: zero slope, quadratic shift
for N, mq in ((4, 1), (3, 1), (2, 1)):
    s = slopes(N, mq, k0)[0]
    assert abs(s) < 1e-5
    print(f"slope at k0 for q = 2pi/({N}a): {s:.1e} Ha/bohr")
fan_intra = 0.25*(abs(gp[0])**2/(e0[0]-ep[0]) + abs(gm[0])**2/(e0[0]-em[0]))
fan = 0.25*(np.sum(abs(gp)**2/(e0[0]-ep)) + np.sum(abs(gm)**2/(e0[0]-em)))
D0 = Q0[:, None] - Q0[None, :]
vpp = sum(e*e*(-D0**2)*vq(D0, d)*np.exp(-1j*D0*t) for d, t, e in zip(MAIN[0], MAIN[1], OPT))/a
dw = 0.25*(C0[:, 0].conj() @ vpp @ C0[:, 0]).real
c2 = fan + dw
h = 1e-3
c2_fd = (4*shifts(4, 1, k0, h)[0]/h**2 - shifts(4, 1, k0, 2*h)[0]/(2*h)**2)/3
assert abs(c2-c2_fd) < 1e-5
print(f"Fan intraband = {fan_intra:.6f}, interband = {fan-fan_intra:.6f} Ha/bohr^2")
print(f"Debye-Waller = {dw:.6f} Ha/bohr^2")
print(f"c2 = {c2:.6f}, finite difference = {c2_fd:.6f} Ha/bohr^2")
for u in (0.025, 0.05, 0.1):
    print(f"u = {u} bohr: exact shift = {shifts(4, 1, k0, u)[0]:.4e}, c2 u^2 = {c2*u*u:.4e} Ha")
print(f"exact shift at k0, u0 = {shifts(4, 1, k0, u0)[0]*meV:.3f} meV")

# parity in u. With odd(u) = c1 u + c3 u^3 + c5 u^5, linear_part(h) = c1 - 4 c5 h^4
even = np.abs(supercell(4, 1, k0, u0) - supercell(4, 1, k0, -u0)).max()
odd = lambda u: 0.5*(shifts(3, 1, k0, u)[0] - shifts(3, 1, k0, -u)[0])
linear_part = lambda step: (8*odd(step) - odd(2*step))/(6*step)
h = 1e-3
ratio3, c1 = odd(2*h)/odd(h), linear_part(h)
left1, left2 = linear_part(2.5e-3), linear_part(5e-3)
print(f"q=pi/2a: max|E(u0)-E(-u0)| = {even:.1e} Ha")
print(f"q=2pi/3a: odd(2h)/odd(h) = {ratio3:.3f} (h = {h} bohr), c3 = {odd(h)/h**3:.4f} Ha/bohr^3")
print(f"q=2pi/3a: linear coefficient = {c1:.1e} Ha/bohr, c5 = {-left2/(4*5e-3**4):.1f} Ha/bohr^5")
print(f"  leftover growth, h = 0.0025 -> 0.005 bohr: {left2/left1:.2f}")
assert even < 1e-11
assert abs(ratio3 - 8) < 0.02
assert abs(c1) < 1e-7
assert abs(left2/left1 - 16) < 1.0

# degenerate pairs
gd = abs(gmat(kd, q)[0, 0])
s = slopes(4, 1, kd, 2)
assert abs(prim(kd)[0][0]-prim(kd+q)[0][0]) < 1e-11
assert gd > 1e-3 and np.abs(s - np.array([-gd/2, gd/2])).max() < 1e-5
print(f"eps(kd) = {prim(kd)[0][0]:.5f} Ha, |g(kd,q)| = {gd:.6f} Ha/bohr")
print(f"exact slopes at kd = {s[0]:+.6f} {s[1]:+.6f}, |g|/2 = {gd/2:.6f} Ha/bohr")
sh = shifts(4, 1, kd, u0, 2)
print(f"shifts at kd, u0 = {sh[0]:+.4e} {sh[1]:+.4e} Ha")
print(f"splitting = {sh[1]-sh[0]:.4e}, u0|g| = {u0*gd:.4e} Ha")
print(f"splitting = {(sh[1]-sh[0])*meV:.2f} meV")
gz = abs(gmat(-pi/(2*a), pi/a)[0, 0])
s = slopes(2, 1, -pi/(2*a), 2)
assert gz > 1e-3 and np.abs(s - np.array([-gz, gz])).max() < 1e-5
print(f"q=pi/a, k=-pi/2a: |g| = {gz:.6f}, slopes = {s[0]:+.6f} {s[1]:+.6f} Ha/bohr")
ee = prim(pi/a, EQUAL)[0]
sq, sz = slopes(4, 1, pi/a, 2, EQUAL), slopes(1, 0, pi/a, 2, EQUAL)
block = np.linalg.eigvalsh(gmat(pi/a, 0.0, EQUAL)[:2, :2])
assert abs(ee[1]-ee[0]) < 1e-11 and np.abs(sq).max() < 1e-5
assert abs(block[0]) > 1e-3 and np.abs(sz-block).max() < 1e-5
print(f"equal wells, same-k pair, q=pi/2a: slopes {sq[0]:.1e} {sq[1]:.1e} Ha/bohr")
print(f"equal wells, same-k pair, q=0: slopes {sz[0]:+.6f} {sz[1]:+.6f} Ha/bohr")

# near degeneracy
delta = 0.002
kn = kd + delta
gap, gn = abs(prim(kn)[0][0]-prim(kn+q)[0][0]), abs(gmat(kn, q)[0, 0])
print(f"detuning {delta} 1/bohr: Delta = {gap:.4e} Ha, |g| = {gn:.6f} Ha/bohr")
print(f"crossover amplitude Delta/|g| = {gap/gn:.5f} bohr")
pair = nearest(supercell(4, 1, kn, 0.0), prim(kn)[0][0], 2)
for u in (0.001, 0.004, 0.016):
    ex = np.diff(supercell(4, 1, kn, u)[pair])[0]
    two = np.hypot(gap, u*gn)
    assert abs(ex/two - 1) < 1e-2
    print(f"u = {u} bohr: splitting exact = {ex:.4e}, two-level = {two:.4e} Ha")

# self-consistent chain: 2 electrons per cell, Gaussian repulsion, local term -b n^(1/3)
M, Nk, U, sw, b = 48, 12, 0.1, 1.5, 0.1
wq = lambda Q: U*sw*np.sqrt(2*pi)*np.exp(-0.5*(Q*sw)**2)
print(f"SCF: Nk = {Nk}, U = {U} Ha, range = {sw} bohr, b = {b} Ha bohr^(1/3)")

def scf(N, mq, u, V):
    Ng, nK = N*M, Nk//N
    x = np.arange(Ng)*a/M
    w = wq(2*pi*np.fft.fftfreq(Ng, a/M))
    data = []
    for i in range(nK):
        j, Q = basis(N, (i+0.5)/nK*2*pi/(N*a))
        data.append((h_ion(Q, N, mq, u, MAIN, OPT), (j[:, None]-j[None, :]) % Ng,
                     np.exp(1j*np.outer(x, Q))/np.sqrt(N*a)))
    for _ in range(400):
        Vf = np.fft.fft(V)/Ng
        n = np.zeros(Ng)
        for H, idx, P in data:
            C = np.linalg.eigh(H + Vf[idx])[1][:, :N]
            n += 2/nK*np.sum(np.abs(P @ C)**2, axis=1)
        res = np.fft.ifft(w*np.fft.fft(n)).real - b*np.cbrt(n) - V
        if np.abs(res).max() < 1e-11:
            return V, n
        V = V + 0.6*res
    raise AssertionError("SCF not converged")

def scf_h(N, mq, k, u, V):
    j, Q = basis(N, k)
    return h_ion(Q, N, mq, u, MAIN, OPT) + (np.fft.fft(V)/(N*M))[(j[:, None]-j[None, :]) % (N*M)], Q

V0, n0 = scf(1, 0, 0.0, np.zeros(M))
xc, dx = np.arange(M)*a/M, a/M
def states(k):
    H, Q = scf_h(1, 0, k, 0.0, V0)
    eps, C = np.linalg.eigh(H)
    return eps, np.exp(1j*np.outer(xc, Q)) @ C/np.sqrt(a)

def dfpt(qq):
    chi = np.zeros((M, M), complex)
    for i in range(Nk):
        k = (i+0.5)/Nk*2*pi/a
        (e1, P1), (e2, P2) = states(k), states(k+qq)
        r = P1[:, :1].conj()*P2[:, 1:]
        chi += (r/(e1[0]-e2[1:])) @ r.conj().T
        r = P1[:, 1:].conj()*P2[:, :1]
        chi += (r/(e2[0]-e1[1:])) @ r.conj().T
    chi *= 2*dx/Nk
    QG = qq + 2*pi*np.fft.fftfreq(M, dx)
    F = np.exp(1j*np.outer(xc, QG))
    K = (F*wq(QG)) @ F.conj().T/M + np.diag(-b/3*n0**(-2/3))
    bare = F @ dv_fourier(QG, MAIN, OPT)
    return bare, np.linalg.solve(np.eye(M) - K @ chi, bare)

h = 5e-4
for N in (4, 3):
    qq = 2*pi/(N*a)
    bare, full = dfpt(qq)
    Vt = np.tile(V0, N)
    Vp, Vm, V2 = (scf(N, 1, u, Vt)[0] for u in (h, -h, 2*h))
    fd = (Vp-Vm)/(2*h)
    pred = np.concatenate([(np.exp(1j*qq*a*c)*(full-bare)).real for c in range(N)])
    err = np.abs(fd-pred).max()
    m = np.arange(N*M) % N
    stray = np.abs(np.fft.fft(fd)/(N*M))[(m != 1) & (m != N-1)].max()
    assert np.abs(fd).max() > 1e-3 and err < 1e-5 and stray < 1e-5
    def scf_slopes(k, n):
        E0, E1, E2 = (np.linalg.eigvalsh(scf_h(N, 1, k, u, V)[0])
                      for u, V in ((0.0, Vt), (h, Vp), (2*h, V2)))
        i = nearest(E0, states(k)[0][0], n)
        return 2*(E1[i]-E0[i])/h - (E2[i]-E0[i])/(2*h)
    p1, p2 = states(-qq/2)[1][:, 0], states(qq/2)[1][:, 0]
    gb, gs = (abs(np.sum(p2.conj()*v*p1)*dx) for v in (bare, full))
    sn, sd = scf_slopes(k0, 1)[0], scf_slopes(-qq/2, 2)
    assert abs(sn) < 2e-5 and abs(gs-gb) > 1e-4
    assert np.abs(sd - np.array([-gs/2, gs/2])).max() < 2e-5
    print(f"SCF q=2pi/({N}a): max induced dV/du = {np.abs(fd).max():.5f}, DFPT error {err:.0e} Ha/bohr")
    print(f"  Fourier weight off +-q+G = {stray:.0e}, slope at k0 = {sn:.0e} Ha/bohr")
    print(f"  |g| bare = {gb:.6f}, screened = {gs:.6f}, screened/2 = {gs/2:.6f} Ha/bohr")
    print(f"  exact slopes at -q/2 = {sd[0]:+.6f} {sd[1]:+.6f} Ha/bohr")
print("ALL CHECKS PASSED")
```

Output:

```
a = 6.0 bohr, sigma = 0.7 bohr, cutoff = 9.0 1/bohr, pol = (1.0, -1.0)
depths = (1.0, 0.6) Ha, positions = (0.0, 2.4) bohr
q = 0.26180, k0 = 0.05236, kd = -q/2 = -0.13090 1/bohr, u0 = 0.05 bohr
eps(k0), eps(k0+q), eps(k0-q) = -0.55175 -0.52750 -0.54025 Ha
q=0: g(k0,0) = -0.134472, exact slope = -0.134472 Ha/bohr
naive linear shift u0*g(k0,0) = -6.7236e-03 Ha = -182.96 meV
q=0 centrosymmetric slope = -3.9e-12, rigid-shift |g| = 1.6e-17 Ha/bohr
cell terms of <k0|V1|k0>: -0.034462 -0.000024 +0.034462 +0.000024 Ha/bohr
their sum = 1.1e-16 Ha/bohr
intraband |g(k0,+q)| = 0.154962, |g(k0,-q)| = 0.148396 Ha/bohr
slope at k0 for q = 2pi/(4a): -3.9e-10 Ha/bohr
slope at k0 for q = 2pi/(3a): 1.8e-07 Ha/bohr
slope at k0 for q = 2pi/(2a): -6.0e-10 Ha/bohr
Fan intraband = -0.726017, interband = -0.205655 Ha/bohr^2
Debye-Waller = 0.084586 Ha/bohr^2
c2 = -0.847087, finite difference = -0.847087 Ha/bohr^2
u = 0.025 bohr: exact shift = -5.2630e-04, c2 u^2 = -5.2943e-04 Ha
u = 0.05 bohr: exact shift = -2.0716e-03, c2 u^2 = -2.1177e-03 Ha
u = 0.1 bohr: exact shift = -7.8834e-03, c2 u^2 = -8.4709e-03 Ha
exact shift at k0, u0 = -56.372 meV
q=pi/2a: max|E(u0)-E(-u0)| = 9.9e-14 Ha
q=2pi/3a: odd(2h)/odd(h) = 7.999 (h = 0.001 bohr), c3 = -2.2891 Ha/bohr^3
q=2pi/3a: linear coefficient = -3.0e-10 Ha/bohr, c5 = 75.4 Ha/bohr^5
  leftover growth, h = 0.0025 -> 0.005 bohr: 15.98
eps(kd) = -0.54756 Ha, |g(kd,q)| = 0.146966 Ha/bohr
exact slopes at kd = -0.073483 +0.073483, |g|/2 = 0.073483 Ha/bohr
shifts at kd, u0 = -4.6439e-03 +2.9076e-03 Ha
splitting = 7.5515e-03, u0|g| = 7.3483e-03 Ha
splitting = 205.49 meV
q=pi/a, k=-pi/2a: |g| = 0.175106, slopes = -0.175106 +0.175106 Ha/bohr
equal wells, same-k pair, q=pi/2a: slopes 8.4e-11 2.9e-11 Ha/bohr
equal wells, same-k pair, q=0: slopes -0.314622 +0.314622 Ha/bohr
detuning 0.002 1/bohr: Delta = 2.9891e-04 Ha, |g| = 0.146967 Ha/bohr
crossover amplitude Delta/|g| = 0.00203 bohr
u = 0.001 bohr: splitting exact = 3.3308e-04, two-level = 3.3308e-04 Ha
u = 0.004 bohr: splitting exact = 6.5959e-04, two-level = 6.5950e-04 Ha
u = 0.016 bohr: splitting exact = 2.3772e-03, two-level = 2.3704e-03 Ha
SCF: Nk = 12, U = 0.1 Ha, range = 1.5 bohr, b = 0.1 Ha bohr^(1/3)
SCF q=2pi/(4a): max induced dV/du = 0.05666, DFPT error 3e-08 Ha/bohr
  Fourier weight off +-q+G = 6e-14, slope at k0 = 1e-08 Ha/bohr
  |g| bare = 0.144549, screened = 0.138173, screened/2 = 0.069086 Ha/bohr
  exact slopes at -q/2 = -0.069086 +0.069086 Ha/bohr
SCF q=2pi/(3a): max induced dV/du = 0.07369, DFPT error 2e-08 Ha/bohr
  Fourier weight off +-q+G = 6e-10, slope at k0 = 9e-07 Ha/bohr
  |g| bare = 0.153917, screened = 0.145713, screened/2 = 0.072857 Ha/bohr
  exact slopes at -q/2 = -0.072857 +0.072857 Ha/bohr
ALL CHECKS PASSED
```
